# Why mean-field asperity interaction shifts separation but not the area-load ratio

**Definitions and conventions**

A rigid flat wafer is pressed against a rough elastic pad of thickness $H$ that is bonded to a rigid platen. The pad has Young's modulus $E$, Poisson ratio $\nu$ and contact modulus $E^*=E/(1-\nu^2)$. Its asperities have paraboloidal tips of radius $R$ and number density $\eta$. Their heights $z$ above a reference plane have the density

$$\phi(z)=\frac{1}{s}e^{-z/s},\qquad z>0 .$$

The nominal pressure $p$ is load divided by nominal area, and $\alpha$ is real contact area divided by nominal area. There is no friction or adhesion.

Two separations must be kept apart. The distance from the wafer to the *undeformed* reference plane, which is fixed relative to the platen, is $d$. The distance to the plane after it has sunk under load is the gap $h$. In the mean-field approximation the loads on the other asperities lower every asperity base by the same amount $\kappa p$, so

$$h=d+\kappa p. \tag{1}$$

The question is what this common shift does to $p(d)$ and to $\alpha/p$.

**One asperity**

A point force $f$ on an elastic half-space lowers the surface at distance $r$ by $f/(\pi E^*r)$. Take the pressure $q_0\sqrt{1-\rho^2/a^2}$ on a circle of radius $a$, where $\rho$ is the distance from its centre. To find the displacement at radius $r\le a$, use polar coordinates about that point: the area element cancels the $1/r$ of the point-force law. Opposite directions join into chords of half-length $c$, with $c^2=a^2-r^2\sin^2\theta$. Along each chord the integral of $\sqrt{c^2-x^2}$ is $\pi c^2/2$, so

$$u(r)=\frac{q_0}{\pi E^*a}\int_0^{\pi}\frac{\pi}{2}\left(a^2-r^2\sin^2\theta\right)d\theta=\frac{\pi q_0}{4E^*a}\,(2a^2-r^2).$$

A tip pressed in by the overlap $\delta$ requires $u=\delta-r^2/(2R)$. Matching the $r^2$ terms gives $q_0=2E^*a/(\pi R)$, and the constant terms give $\delta=a^2/R$. The contact area and force $2\pi a^2q_0/3$ are therefore

$$A_1=\pi R\delta,\qquad f_1=\tfrac43E^*\sqrt R\,\delta^{3/2}. \tag{2}$$

**The common shift**

If the loads are smeared into a uniform pressure, a wide bonded pad is compressed without lateral strain. Zero lateral strain requires a lateral stress $\nu/(1-\nu)$ times the normal stress. The normal strain is then

$$\frac{p}{E}\left(1-\frac{2\nu^2}{1-\nu}\right)=\frac{p}{M},\qquad M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},$$

where $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$ was used. Hence $\kappa=H/M$.

**What holds for any height distribution**

An asperity of height $z>h$ has overlap $\delta=z-h$. For a general density $\phi$,

$$p=\eta\int_h^\infty f_1(z-h)\,\phi(z)\,dz,\qquad \alpha=\eta\int_h^\infty A_1(z-h)\,\phi(z)\,dz. \tag{3}$$

Both depend on $h$ alone, and $\kappa$ appears in neither. Eliminating $h$ gives a curve $\alpha(p)$ that does not contain $\kappa$. Within the mean field, then, the area at a given *load* is unchanged by the interaction whether or not the heights are exponential. The wafer reaches the same gap, but it has to travel farther by $\kappa p$.

The altered separation-load curve also depends on the choice of origin. If separation is measured from the sunken plane it is $h$, and the curve $p(h)$ is unchanged.

**What the exponential adds**

For exponential heights and $h\ge0$, the density of overlaps factorizes:

$$\phi(h+\delta)=e^{-h/s}\,\frac{1}{s}e^{-\delta/s}.$$

The first factor is the fraction of asperities in contact. The second is the distribution of overlap among those in contact, and it does not contain $h$. Sinking the plane removes contacts but leaves the statistics of the remaining ones as they were: some contacts are lost, and the others, each with a smaller overlap, reproduce the same distribution.

The averages over this distribution are $\langle\delta\rangle=s$ and $\langle\delta^{3/2}\rangle=\Gamma(5/2)s^{3/2}=\tfrac34\sqrt\pi\,s^{3/2}$. With (2),

$$\alpha=\pi R\eta s\,e^{-h/s},\qquad p=p_0e^{-h/s},\qquad p_0=\sqrt\pi\,E^*\sqrt R\,\eta s^{3/2}, \tag{4}$$

$$\frac{\alpha}{p}=\frac{1}{E^*}\sqrt{\frac{\pi R}{s}}. \tag{5}$$

The ratio is the same at every load for which $h\ge0$. It is therefore also unchanged when the comparison is made at fixed $d\ge0$, where the interaction changes the load itself. For $d<0$ all tips would touch if there were no interaction, and (5) would not hold for that reference case.

The separation does change. Solving (4) for $h$ and using (1),

$$d=s\ln\frac{p_0}{p}-\kappa p. \tag{6}$$

To invert this, write $p=p_0e^{-d/s}e^{-\kappa p/s}$ and multiply by $(\kappa/s)e^{\kappa p/s}$. The left side becomes $ye^y$ with $y=\kappa p/s$, so with the Lambert function $W$, defined by $W(x)e^{W(x)}=x$,

$$p=\frac{s}{\kappa}\,W\!\left(\frac{\kappa p_0}{s}e^{-d/s}\right).$$

Differentiating (6) gives the compliance

$$-\frac{dd}{dp}=\frac{s}{p}+\kappa .$$

The rough layer and the pad beneath it act as springs in series. For $\kappa p\ll s$ the roughness sets the stiffness; for $\kappa p\gg s$, as long as $h\ge0$, the pad does.

**Why other heights do not share the constant ratio**

Let $g(h)=\int_h^\infty(z-h)\phi\,dz$, which is proportional to $\alpha$, and define $(Jg)(h)=\int_h^\infty g(t)(t-h)^{-1/2}dt$. Inserting $g$ and exchanging the order of integration leaves the inner integral

$$\int_h^z(z-t)(t-h)^{-1/2}dt=\tfrac43(z-h)^{3/2},$$

so $Jg$ is proportional to $p$. If $\alpha/p$ is constant for all gaps above some $h_0$, then $Jg=\lambda g$ there. Apply $J$ again. Since $\int_h^t d\tau/\sqrt{(\tau-h)(t-\tau)}=\pi$,

$$\lambda^2g(h)=\pi\int_h^\infty g(t)\,dt\quad\Rightarrow\quad g'=-\frac{\pi}{\lambda^2}\,g .$$

Thus $g$ is exponential, and so is $\phi=g''$. For Hertzian tips of equal radius, a ratio constant over all gaps above $h_0$ requires exponential heights above $h_0$.

Heights spread evenly from 0 to $T$ show the difference. With $x=T-h$, (3) gives

$$\alpha=\frac{\pi R\eta x^2}{2T},\qquad p=\frac{8E^*\sqrt R\,\eta x^{5/2}}{15T},\qquad \frac{\alpha}{p}=\frac{15\pi}{16E^*}\sqrt{\frac Rx}.$$

Here $\alpha\propto p^{4/5}$ with or without interaction, but at fixed $d$ the interaction reduces $x$ and raises the ratio.

**A soft polishing pad**

Assumed values for a soft porous polyurethane finishing pad, chosen for illustration, are $E=10$ MPa, $\nu=0.2$, $H=1.3$ mm, $R=50$ µm, $s=5$ µm and $\eta=200$ mm⁻². They give $E^*=10.42$ MPa, $M=11.11$ MPa, $\kappa=0.117$ µm/kPa and $p_0=291.9$ kPa. Equation (5) gives $\alpha/p=\sqrt{10\pi}/10.42=0.538$ MPa⁻¹. The same modulus is used here for the tips and for the pad as a whole. In a porous pad the tips consist of pore-wall material and can be stiffer than the bulk; this would lower $\alpha/p$ but leave $\kappa$ as it is.

At $p=20$ kPa the gap is $h=5\ln(291.9/20)=13.40$ µm. The shift is $0.117\times20=2.34$ µm, so $d=11.06$ µm.

| $p$ (kPa) | $h$ (µm) | $d$ (µm) | $\alpha$ (%) |
|---|---|---|---|
| 5 | 20.3 | 19.8 | 0.27 |
| 10 | 16.9 | 15.7 | 0.54 |
| 20 | 13.4 | 11.1 | 1.08 |
| 40 | 9.9 | 5.3 | 2.15 |

Without interaction $d$ would equal $h$. With the wafer held at $d=11.06$ µm, switching off $\kappa$ raises the load from 20 to 31.9 kPa, and the contact area rises in the same proportion. At 20 kPa the stiffness falls from $20/5=4.0$ kPa/µm to $1/(0.25+0.117)=2.7$ kPa/µm.

**When the shift is not the same for all**

Real neighbours are discrete, so the displacement they cause varies from place to place. This alone does not spoil (5). Let asperity $i$ sink by $u_i$. If $u_i$ is independent of its own height and $d+u_i\ge0$, its overlap given contact is still exponential with mean $s$, for each value of $u_i$.

What can spoil it is a correlation between $u_i$ and the asperity's own height. Even when the heights are placed at random, back-reaction produces one. A tall asperity pushes its neighbours down, they carry less load, and its own base rises. The heavily loaded contacts gain overlap, and force grows faster with overlap than area does, so $\alpha/p$ should fall. Clustering of tall asperities, where the exponential heights of neighbours are themselves correlated, acts the other way: they sink more than the average and lose overlap, which raises $\alpha/p$. Waviness alone is not such a case. If it only offsets the base of asperity $i$ by $w_i$, and the height above that base is exponential and independent of $w_i$, the argument above holds for each value of $u_i-w_i$ as long as $d+u_i-w_i\ge0$, and the ratio is not raised. Clustering over several asperity spacings can change the ratio far more than back-reaction does. It is left out below, so the small deviations found there apply only to heights placed at random.

The size of the back-reaction effect was found numerically on a periodic square lattice of 21,904 asperities with pitch 70.7 µm. Exponentially distributed heights were placed at random, and the contact forces were iterated to consistency with (2). A unit force on one asperity lowered another at distance $r$ by

$$G(r)=\frac{1}{\pi E^*}\int_0^\infty L(kH)\,J_0(kr)\,dk,$$

where $J_0$ is the Bessel function and $L$ is the surface displacement of the bonded layer under a sinusoidal pressure of wavenumber $k$, relative to that of a half-space. Solving the elastic equations with no shear at the top and no displacement at the base gives

$$L(q)=\frac{(3-4\nu)\sinh2q-2q}{(3-4\nu)\cosh2q+2q^2+5-12\nu+8\nu^2}.$$

At $d=11.06$ µm, averaged over 16 arrangements, the load was 20.9 kPa (20.8 to 20.9 kPa for cells 96 to 256 pitches wide), against 20 kPa in the mean field and 31.9 kPa without interaction. Part of the excess arises because an asperity does not act as its own neighbour. Leaving out its own site lowers the summed $\kappa$ by 7%, which by (6) raises the load at fixed $d$ by about $0.07\times0.468/1.468=2\%$, where $0.468=\kappa p/s$. The rest was not resolved into causes.

The neighbour displacement had a standard deviation of 0.87 µm (0.85 to 0.88 µm depending on cell size), more than a third of the mean-field shift. Yet $\alpha/p$ differed by just $-0.5\%$ from its value without interaction at the same $d$. When the computed displacements were shuffled among the asperities, which destroys their correlation with height, the difference shrank to 0.02%. The fall in the ratio therefore comes from that correlation, as the back-reaction argument requires. Its statistical uncertainty is about 0.1 percentage point, and its size depends on how the tips are placed: with random instead of lattice positions the scatter is about 1.1 µm and the fall about 0.8%.

The same calculation for even heights with $T=30$ µm, at $d=22.0$ µm and over 8 arrangements, gave a ratio 17% higher than without interaction at the same $d$. The mean field predicts $\sqrt{8.00/5.66}-1\approx19\%$. Compared at the same load, the ratio differed by $-0.4\%$. For Gaussian heights of standard deviation 8 µm at 20 kPa, numerical integration of (3) gives a mean-field rise of 4.7% at fixed $d$.

**Reading the result for real pads**

If removal rate is proportional to real contact area at fixed sliding speed, the mean-field result (5) makes it linear in pressure for $h\ge0$, even on a pad whose approach curve is strongly affected by its compliance. This applies to elastic tips without friction and to exponential heights that are not clustered. Other height distributions give a ratio that depends on load. For the even heights above, $\alpha\propto p^{4/5}$, so doubling the pressure raises the contact area by a factor of only 1.74.

The small-slope tip law affects the value of the ratio but not its constancy. The mean contact radius is 14 µm, so $(a/R)^2\approx0.08$ indicates the order of the geometric error of the paraboloidal small-slope law (2). The contacts that matter most are larger: weighted by area or by load, $(a/R)^2=\delta/R$ averages $2s/R=0.20$ or $2.5s/R=0.25$, and the mean contact pressure $p/\alpha=1.9$ MPa is about $0.19E$, so small-strain elasticity is only a rough guide to the value of the ratio for this pad. A different single-tip law that depends on overlap alone would change (5), but the ratio would remain constant, because the overlap distribution still would not depend on $h$. If warm use lowers the modulus by an assumed 30%, the contact fraction at 20 kPa rises from 1.08% to 1.54% and the shift from 2.3 to 3.3 µm.

Slurry can carry part of the load. Consider a wedge-shaped film of length $B$, with outlet thickness $h$, inlet thickness $2h$, viscosity $\mu$ and sliding speed $V$. Where the film thickness is $yh$, with $y$ falling linearly from 2 to 1, the lubrication equation gives the pressure gradient $6\mu V(y-y_m)/(h^2y^3)$ along the sliding direction. Zero pressure at both ends requires $y_m=\int_1^2y^{-2}dy\big/\int_1^2y^{-3}dy=\tfrac43$. Integrating by parts, the mean pressure is
$$\frac{6\mu VB}{h^2}\int_1^2\frac{(y-\frac43)(y-1)}{y^3}\,dy=\frac{6\mu VB}{h^2}\left(\ln2-\tfrac23\right).$$ For 1 mPa s, 1 m/s, $B=2$ mm and $h=13.4$ µm this is 1.8 kPa, or 9% of the 20 kPa that the asperities carry at a uniform gap of 13.4 µm. In the wedge itself the gap widens towards the inlet and the asperities carry less. Averaging $e^{-h/s}$ over the film multiplies their load by $(s/h)(1-e^{-h/s})=0.35$, with $h$ the outlet thickness. This leaves 7 kPa, so the fluid carries about 20% of the total there. These estimates assume a film much wider than $B$ across the sliding direction, so that little fluid escapes at the sides; a narrower film carries less. They also ignore flow around the asperities. They further assume a film that narrows towards the outlet; one that widens gives suction instead and adds to the load on the asperities. The fluid pressure also compresses the pad, but a pressure confined to a strip with $B$ comparable to $H$ sinks it by less than $\kappa p$: by about $0.86\,\kappa p$ on average for a uniform pressure over 2 mm. In the mean field, the ratio of contact area to the load carried by the asperities still obeys (5) as long as the gap is nowhere negative, because (5) is the same at every $h\ge0$.
